# The Correlation Factor for Jumps with Geometrically Decaying Memory

**Form of the answer**

A tracer atom in a cubic crystal moves by jumps of equal length $\lambda$, at a mean rate $\Gamma$. Its diffusion coefficient $D$ has the dimension of length squared over time. If no other length or rate sets the long-time motion, $D$ must be $\Gamma\lambda^2$ times a pure number. Cubic symmetry makes $D$ a scalar, defined by $\langle R^2\rangle\to 6DT$, where $R$ is the displacement after a long time $T$. Uncorrelated jumps give $\langle R^2\rangle=\Gamma T\lambda^2$, so we write

$$D=\tfrac16\,\Gamma\lambda^2 f, \tag{1}$$

where the correlation factor $f$ is 1 without correlation.

Symmetry also restricts the memory of a jump. Let $\mathbf x_i$ be the $i$th jump, and suppose that the surroundings just after it depend on that jump alone. The mean of the next jump is then a vector fixed by $\mathbf x_i$. If the surroundings are unchanged by a rotation of $180^\circ$, or of another fraction of a full turn, about $\mathbf x_i$, this vector is unchanged too. It can have no component across the axis, so it is parallel to $\mathbf x_i$. If all jumps are equivalent by symmetry, the ratio of the two vectors is the same number $t$ for each jump:

$$E[\mathbf x_{i+1}\,|\,\mathcal H_i]=t\,\mathbf x_i . \tag{2}$$

Here $E$ is a mean and $\mathcal H_i$ is the history up to and including jump $i$, with the jump times. The scalar product of (2) with $\mathbf x_i$ shows that $t$ is the mean cosine of the angle between successive jumps. The memory is therefore described by one number, and $f$ is a function of $t$.

**From one cosine to all cosines**

Let $c_n=\langle\mathbf x_i\cdot\mathbf x_{i+n}\rangle/\lambda^2$ be the mean cosine between jumps $n$ apart. Averaging first over the last jump, with everything before it held fixed, gives

$$E[\mathbf x_{i+n}|\mathcal H_i]
=E\big[E[\mathbf x_{i+n}|\mathcal H_{i+n-1}]\,\big|\,\mathcal H_i\big]
=t\,E[\mathbf x_{i+n-1}|\mathcal H_i]. \tag{3}$$

Each use of (3) lowers the index by one and yields a factor $t$. After $n$ uses the mean is $t^n\mathbf x_i$, and the scalar product with $\mathbf x_i$ gives

$$c_n=t^n . \tag{4}$$

Equation (4) says more than that the correlations decay geometrically: it also fixes their amplitude, since the first term must equal the ratio.

**Summing the correlations**

After $N$ jumps, $\mathbf R_N=\sum_{i=1}^N\mathbf x_i$. The square contains $N$ terms $\lambda^2$ and, for each separation $n$, $N-n$ pairs that each occur twice. Define $f_N=\langle R_N^2\rangle/(N\lambda^2)$. With (4),

$$f_N=1+\frac2N\sum_{n=1}^{N-1}(N-n)\,t^n . \tag{5}$$

To evaluate the sum, write it as a sum of partial sums. The term $t^n$ occurs in the partial sums that end at $m=n,\dots,N-1$, which is $N-n$ times. Hence, for $t\neq1$,

$$\begin{aligned}
\sum_{n=1}^{N-1}(N-n)t^n&=\sum_{m=1}^{N-1}\sum_{n=1}^{m}t^n
=\frac{t}{1-t}\sum_{m=1}^{N-1}(1-t^m)\\
&=\frac{t}{1-t}\left[N-1-\frac{t-t^N}{1-t}\right]
=\frac{t}{1-t}\left[N-\frac{1-t^N}{1-t}\right].
\end{aligned} \tag{6}$$

The last step uses $1+(t-t^N)/(1-t)=(1-t^N)/(1-t)$. Since $1+2t/(1-t)=(1+t)/(1-t)$, insertion in (5) gives

$$f_N=\frac{1+t}{1-t}-\frac{2t\,(1-t^N)}{N(1-t)^2}. \tag{7}$$

For $|t|<1$ the second term vanishes as $1/N$, and

$$\boxed{\,f=\lim_{N\to\infty}f_N=\frac{1+t}{1-t}\,} \tag{8}$$

For $t=0$ the jumps are uncorrelated on average and $f=1$. A positive $t$ means persistence: $t=0.5$ gives $f=3$. A negative $t$ means that jumps tend to be undone. As $t\to-1$, $f\simeq(1+t)/2$ tends to zero, because nearly every jump is cancelled by the next. At $t=-1$ the tracer shuttles between two sites, and (7) gives $f_N=0$ for even $N$ and $1/N$ for odd $N$. At $t=1$ all jumps are the same, (5) gives $f_N=N$, and the motion is ballistic; no diffusion coefficient exists.

**From jump number to time**

Equation (8) counts jumps, whereas $D$ refers to time. The two are not trivially linked. In vacancy diffusion a jump that follows quickly is likely to be a reversal, so waiting times and directions are correlated. To deal with this, add to the displacement the mean of all the jumps still to come, which is $\sum_{n\ge1}t^n\mathbf x_N=t\mathbf x_N/(1-t)$:

$$\mathbf M_N=\mathbf R_N+\frac{t}{1-t}\,\mathbf x_N . \tag{9}$$

Its increment is

$$\boldsymbol\xi_{i+1}=\mathbf M_{i+1}-\mathbf M_i
=\mathbf x_{i+1}+\frac{t(\mathbf x_{i+1}-\mathbf x_i)}{1-t}
=\frac{\mathbf x_{i+1}-t\,\mathbf x_i}{1-t}. \tag{10}$$

By (2) its mean is zero for any given history. Its mean square, again for any given history, is

$$E[\xi_{i+1}^2|\mathcal H_i]=\lambda^2\,\frac{1-2t^2+t^2}{(1-t)^2}
=\lambda^2\,\frac{1+t}{1-t}=\lambda^2 f . \tag{11}$$

Let $N(T)$ be the number of jumps up to time $T$, and let $\nu=N(T)+1$ label the first jump after $T$. Then $\mathbf M_\nu$ is $\mathbf M_1=\mathbf x_1/(1-t)$ plus the increments $\boldsymbol\xi_{i+1}$ for all $i$ with $i+1\le\nu$. Whether increment $i+1$ is included depends on whether jump $i$ came before $T$, which is part of $\mathcal H_i$. The inclusion therefore does not bias the increment. Products of different terms average to zero, because the later one has zero mean for a given past. The squares give

$$\langle M_\nu^2\rangle=\frac{\lambda^2}{(1-t)^2}+\lambda^2 f\,\langle N(T)\rangle . \tag{12}$$

The displacement at time $T$ is $\mathbf R_{\nu-1}=\mathbf M_\nu-\mathbf x_\nu/(1-t)$. It differs from $\mathbf M_\nu$ by a vector of fixed length. The mean squares thus differ by at most a constant plus a term that grows as $\sqrt T$. Dividing by $T$ and using $\langle N(T)\rangle/T\to\Gamma$, we find $\langle R^2\rangle/T\to\Gamma\lambda^2f$, which is (1) with the $f$ of (8). The bunching of jumps in time does not alter the result.

**The mean cosine for vacancies in an fcc crystal**

Consider a tracer that is chemically identical to its host atoms, in an fcc crystal with few vacancies. It moves by exchange with a neighbouring vacancy. After a jump $\mathbf u$ the vacancy sits at $-\mathbf u$ relative to the tracer. To leading order in the vacancy fraction no other vacancy is near, so this position describes the surroundings completely. The $\langle110\rangle$ jump axis is a twofold axis, and all jumps are equivalent. A vacancy that wanders off for good is replaced by a fresh one, which arrives without directional bias. The conditions for (2) are met.

Measure lengths in units of $a/2$, where $a$ is the cubic lattice parameter. The twelve neighbour vectors $\mathbf s$ are then of the type $(\pm1,\pm1,0)$, with $s^2=2$. Let $h(\mathbf r)$ be the mean $x$ component of the next tracer jump when the vacancy is at $\mathbf r$. After a jump $\mathbf u$ the vacancy is at $\mathbf s=-\mathbf u$, and (2) gives $h(\mathbf s)=t\,u_x=-t\,s_x$.

The vacancy makes each of its twelve hops with probability $1/12$. A hop from $\mathbf r$ onto the tracer moves the tracer by $\mathbf r$. For $\mathbf r\neq0$,

$$h(\mathbf r)=\frac1{12}\sum_{\mathbf s\neq-\mathbf r}h(\mathbf r+\mathbf s)+g(\mathbf r),
\qquad g(\mathbf r)=\begin{cases}r_x/12&\text{next to the tracer}\\0&\text{elsewhere.}\end{cases} \tag{13}$$

The missing term, at the tracer's own site, seems to spoil the translation symmetry. Inversion removes the difficulty: $h(-\mathbf r)=-h(\mathbf r)$, so we may define $h(0)=0$ and include the missing term at no cost. The equation then holds at $\mathbf r=0$ as well, because the average of an odd function over the neighbours is zero and $g(0)=0$. Now (13) holds on the whole lattice and is solved by a Fourier transform, $\hat h(\mathbf k)=\sum_{\mathbf r}h(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}$, with $h\to0$ far away:

$$\hat h=\frac{\hat g}{1-\gamma},\qquad
\gamma=\tfrac13(\cos k_x\cos k_y+\cos k_y\cos k_z+\cos k_z\cos k_x). \tag{14}$$

For the source, the four vectors $(\pm1,\pm1,0)$ give $\sum s_x\sin(\mathbf k\cdot\mathbf s)=4\sin k_x\cos k_y$, and the four vectors $(\pm1,0,\pm1)$ give $4\sin k_x\cos k_z$. The cosine parts cancel between $\mathbf s$ and $-\mathbf s$. Thus

$$\sum_{\mathbf s}s_xe^{\pm i\mathbf k\cdot\mathbf s}=\pm4i\sin k_x(\cos k_y+\cos k_z),\qquad
\hat g=-\frac i3\sin k_x(\cos k_y+\cos k_z). \tag{15}$$

To extract $t$, multiply $h(\mathbf s)=-t\,s_x$ by $s_x$ and sum. Eight neighbours have $s_x^2=1$, so the result is $-8t$. The inverse transform of the same sum contains the factor $(4i)(-i/3)=4/3$. Division by 8 yields

$$-t=\frac16\left\langle\frac{\sin^2k_x\,(\cos k_y+\cos k_z)^2}{1-\gamma(\mathbf k)}\right\rangle , \tag{16}$$

where the average runs over $-\pi<k_x,k_y,k_z\le\pi$. This cube covers the fcc Brillouin zone twice, which leaves the average unchanged. Near $\mathbf k=0$, $1-\gamma\simeq k^2/3$, so the integrand tends to $12k_x^2/k^2$ and stays bounded.

If $1/(1-\gamma)$ is expanded in powers of $\gamma$, the successive terms count vacancy hops. The first term has $\langle\sin^2k_x\rangle=1/2$ and $\langle(\cos k_y+\cos k_z)^2\rangle=1$, so $-t=1/12$. This is the chance that the vacancy reverses the exchange at once, and it would give $f=11/13\approx0.846$. Midpoint sums of (16) on grids of $64^3$ and $128^3$ points agree to the digits shown and give

$$t=-0.12268,\qquad f=\frac{1-0.12268}{1+0.12268}=0.7815 . \tag{17}$$

Later returns thus lower $f$ further. Following the vacancy's probability distribution hop by hop shows that it exchanges again with the tracer within 60 hops with probability 0.223. This exceeds $|t|$ because returns from other neighbour sites contribute cosines of smaller size or opposite sign.

No hop rate appears in (16). In this model $f$ is a property of the lattice and does not depend on temperature.

**A finite crystal**

The same argument works for a periodic crystal of 256 sites, with one tracer and one vacancy. The average in (16) becomes a sum over $k_j=2\pi j/8$ for each component, and the two points with $\gamma=1$ contribute zero. The result is $t=-0.1202$ and $f=0.7855$. After four jumps (7) gives $f_4=0.8333$: for negative $t$ the limit is approached from above, since the last jumps have not yet had time to be undone.

This small system also gives $D$ without any reference to jump correlations. Let a tracer density wave $e^{ikX}$, with $X$ the tracer's $x$ coordinate in units of $a/2$, evolve together with the 255 possible relative positions of the vacancy. One vacancy hop is a $255\times255$ matrix, whose largest eigenvalue $\mu$ gives the decay rate $12w(1-\mu)$ of the wave, where $w$ is the vacancy's hop rate to one neighbour. For small $k$ this rate is $Dk^2/(a/2)^2$. Diagonalization at $k=0.02$ and $0.04$, extrapolated to $k=0$, gives $D=a^2wf/255$ with $f=0.7855$. Time is counted here in vacancy hops, so the bunching of tracer jumps is included.

**Where the law fails**

*A handed turn.* Let a walker on a square lattice go ahead, left, back or right relative to its last jump, with probabilities 0.1, 0.7, 0.1 and 0.1. The jump axis is no longer a symmetry axis, and the mean next jump is rotated. Write jumps as complex numbers, and let $z$ be the mean of $e^{i\theta}$ over the turning angle $\theta$. Then (2) holds with $z$ in place of $t$, $c_n=\operatorname{Re}z^n$, and for $|z|<1$

$$f=1+2\operatorname{Re}\sum_{n\ge1}z^n=\operatorname{Re}\frac{1+z}{1-z}. \tag{18}$$

Here $z=0.1+0.7i-0.1-0.1i=0.6i$. The mean cosine is zero, and (8) would give $f=1$. The true value is $f=(1-0.36)/(1+0.36)=0.471$, because two left turns make a reversal.

*A hidden direction.* On a line, let a hidden sign persist from one jump to the next with probability 0.75, so that its correlation falls by $r=0.75-0.25=0.5$ per jump. Let each actual jump follow the hidden sign with an independent error, such that the mean product of the two signs is 0.8. Each of the two jumps in a pair brings a factor 0.8, so $c_n=Ar^n$ with $A=0.64$, and

$$f=1+2A\sum_{n\ge1}r^n=1+\frac{2Ar}{1-r}=1+\frac{2(0.32)}{0.5}=2.28 . \tag{19}$$

The decay is geometric, yet (8) with $t=c_1=0.32$ would give 1.94. The last jump does not reveal the full state of the system, so (2) fails.

*Fast exchange.* A dilute substitutional solute in fcc still satisfies (2), but its $t$ depends on the hop rates near it. Suppose that it exchanges with an adjacent vacancy at a rate $w_2$, much larger than the total rate $w'$ of the vacancy's other hops. Reversal is then nearly certain, and $1+t$ is at most of order $w'/w_2$. The jump rate grows as $w_2$ while $f$ shrinks as $1/w_2$, so $D$ is limited by $w'$. The law holds, but the jump rate alone would be a poor guide to the transport of such a solute.

**Gold at 1000 K**

For self-diffusion each of the 12 neighbour sites is vacant with probability $c$, and a vacancy there exchanges at the rate $w$. Hence $\Gamma=12wc$. With $\lambda^2=a^2/2$, (1) becomes

$$D=\tfrac16(12wc)\,\frac{a^2}{2}\,f=a^2wc\,f . \tag{20}$$

Take a gold single crystal held at 1000 K for one hour, with rough typical parameters: $a=0.408$ nm, vacancy formation energy 0.90 eV, formation entropy $1.0\,k_B$, migration energy 0.80 eV and attempt frequency $4\times10^{12}\ \mathrm{s^{-1}}$. The thermal energy is $k_BT=0.08617$ eV, where $T$ now denotes temperature. Then

$$c=e^{1.0-0.90/0.08617}=7.92\times10^{-5},\qquad
w=4\times10^{12}\,e^{-0.80/0.08617}=3.72\times10^{8}\ \mathrm{s^{-1}},$$

and $\Gamma=12wc=3.53\times10^5\ \mathrm{s^{-1}}$. The tracer makes $1.3\times10^9$ jumps in the hour, so the $1/N$ term in (7) is negligible. With $\lambda=0.2885$ nm,

$$\frac{\Gamma\lambda^2}{6}=4.90\times10^{-11}\ \mathrm{cm^2/s},\qquad
D=0.7815\times4.90\times10^{-11}=3.83\times10^{-11}\ \mathrm{cm^2/s}, \tag{21}$$

or $3.83\times10^{-15}\ \mathrm{m^2/s}$. The rms displacement along one axis, $\sqrt{2D\times3600\ \mathrm s}$, is 5.25 µm; without correlation it would be 5.94 µm.

The parameters limit the accuracy of $D$ more than the model does. An error of 0.05 eV in the sum of the two energies changes $D$ by a factor of 1.79, far more than the 22 % reduction due to correlation. The digits in (21) serve the comparison at fixed parameters and do not predict a measured value.

Smaller effects can be sized with further rough inputs. A linear expansion coefficient of $1.5\times10^{-5}\ \mathrm{K^{-1}}$, applied from 300 K, raises $a^2$ and hence $D$ by 2.1 %. For bound vacancy pairs, take a binding energy of 0.20 eV, a migration energy of 0.70 eV and the same attempt frequency. There are six pair orientations per site and eight atomic jumps that keep a pair bound, so pairs cause $4c\,e^{(0.20+0.10)/0.08617}\approx1\,\%$ as many tracer jumps as single vacancies. The leading quantum correction of a harmonic partition function, $(h\nu/k_BT)^2/24$ with $\nu$ the attempt frequency, is 0.15 %.

Real gold metallization breaks the single-crystal assumption, and it is used far below 1000 K. Let fast paths have an activation energy of 0.90 eV and, as a crude assumption, the lattice prefactor. At 1000 K, to which the figures in this paragraph refer unless another temperature is named, diffusion along them is then faster by $e^{(1.70-0.90)/0.08617}\approx10^4$. Dislocations of core radius 0.5 nm and density $10^7\ \mathrm{cm^{-2}}$ that run along the transport direction add about 0.1 % to the lattice transport. That density suits an annealed crystal; the share is proportional to the density, and $10^{10}\ \mathrm{cm^{-2}}$ would add about 85 %. Cubic grains of edge $d$ have boundaries on three sets of planes. Only the two sets parallel to the transport direction help, and with a width $\delta=0.5$ nm they fill a fraction $2\delta/d$ of the crystal. Their transport equals that of the lattice when $d$ is $2\delta$ times the ratio of the diffusivities, or about 11 µm. For 1 µm grains it would be some ten times larger. The ratio of the diffusivities grows steeply on cooling, since the fast paths have the lower activation energy; with the same inputs it is about $10^8$ at 500 K, where even the dislocations would carry more than the lattice. In such a film $f$ still describes the lattice part of the motion, but that part no longer sets the total transport.

Numerical values quoted here were computed with a short program.
